# Gamma-matrix traces with \(\gamma_5\) and their use in polarised Compton scattering: verification in Python

```python
# Result under test (d=4, g=diag(+,-,-,-), g5=i g0 g1 g2 g3, eps^{0123}=+1, tr 1=4):
#  triple: g^m g^n g^r = g^{mn}g^r + g^{nr}g^m - g^{mr}g^n + i eps^{mnrs} g_s g5
#  six:    tr(g^m g^n g^r g^s g^a g^b g5) = -4i[ g^{mn}eps^{rsab} - g^{mr}eps^{nsab}
#          + g^{nr}eps^{msab} + g^{ab}eps^{mnrs} - g^{sb}eps^{mnra} + g^{sa}eps^{mnrb} ]
# Left sides come from explicit matrices, right sides from metric and epsilon only.
# Example: Compton scattering on an electron at rest with spin s; k,k' photon momenta,
# e,e' circular polarisations, q=p+k, p'=p+k-k'. Momenta are in units of m c internally.
import itertools
import numpy as np
from scipy import constants as sc

I2 = np.eye(2, dtype=complex); Z2 = np.zeros((2, 2), complex)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
spatial = [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
dirac = np.array([np.block([[I2, Z2], [Z2, -I2]])] + spatial)
weyl = np.array([np.block([[Z2, I2], [I2, Z2]])] + spatial)
rng = np.random.default_rng(1)
S = 3*np.eye(4) + 0.5*(rng.normal(size=(4, 4)) + 1j*rng.normal(size=(4, 4)))
mixed = np.array([S @ m @ np.linalg.inv(S) for m in dirac])

g = np.diag([1., -1., -1., -1.])
eps = np.zeros((4,)*4)
for perm in itertools.permutations(range(4)):
    eps[perm] = round(np.linalg.det(np.eye(4)[list(perm)]))

ge = lambda pair, rest: np.einsum(pair + ',' + rest + '->mnrsab', g, eps)
six_formula = -4j*(ge('mn', 'rsab') - ge('mr', 'nsab') + ge('nr', 'msab')
                   + ge('ab', 'mnrs') - ge('sb', 'mnra') + ge('sa', 'mnrb'))
four_formula = 4*(np.einsum('ts,ab->tsab', g, g) - np.einsum('ta,sb->tsab', g, g)
                  + np.einsum('tb,sa->tsab', g, g))
err = lambda x, y: float(np.max(np.abs(x - y)))

for name, G in (('Dirac', dirac), ('Weyl', weyl), ('random', mixed)):
    tol = 1e-9   # rounding from the non-unitary similarity transform
    g5 = 1j*G[0] @ G[1] @ G[2] @ G[3]
    G2 = np.einsum('mij,njk->mnik', G, G)
    G3 = np.einsum('mnij,rjk->mnrik', G2, G)
    assert err(G2 + G2.transpose(1, 0, 2, 3), 2*np.einsum('mn,ij->mnij', g, np.eye(4))) < tol
    assert err(g5 @ g5, np.eye(4)) < tol and err(G @ g5, -g5 @ G) < tol
    Glow = np.einsum('mn,nij->mij', g, G)
    metric = (np.einsum('mn,rij->mnrij', g, G) + np.einsum('nr,mij->mnrij', g, G)
              - np.einsum('mr,nij->mnrij', g, G))
    epsterm = 1j*np.einsum('mnrs,sij->mnrij', eps, Glow @ g5)
    e3 = err(G3, metric + epsterm)
    assert e3 < tol and err(G3, metric - epsterm) > 0.5
    assert abs(np.trace(g5)) < tol
    assert err(np.einsum('mnij,ji->mn', G2, g5), 0) < tol
    assert err(np.einsum('mnii->mn', G2), 4*g) < tol
    assert err(np.einsum('mnij,rsji->mnrs', G2, G2), four_formula) < tol
    e4 = err(np.einsum('mnij,rsji->mnrs', G2, G2 @ g5), -4j*eps)
    assert e4 < tol
    assert err(g5 @ G3 @ g5, -G3) < tol
    six_matrix = np.einsum('mnrij,sabji->mnrsab', G3, G3 @ g5)
    e6 = err(six_matrix, six_formula)
    assert e6 < tol and err(six_matrix, -six_formula) > 1
    print(f"{name}: max error triple {e3:.1e}, four-trace {e4:.1e}, six-trace {e6:.1e}")
print("nonzero six-trace components:", int(np.sum(abs(six_matrix) > 1e-6)), "of", six_matrix.size)

# Schouten identity and fifteen-term form
L = 'mnrsab'
t = {(i, j): (-1)**(i+j+1)*ge(L[i]+L[j], ''.join(L[x] for x in range(6) if x not in (i, j)))
     for i in range(6) for j in range(i+1, 6)}
assert all(np.max(abs(v)) == 1 for v in t.values())
for i in range(6):
    row = sum(t[i, j] for j in range(i+1, 6)) - sum(t[j, i] for j in range(i))
    assert err(row, 0) < 1e-12
cross = sum(t[i, j] for i in range(3) for j in range(3, 6))
assert err(cross, 0) < 1e-12
assert err(-4j*sum(t.values()), six_matrix) < 1e-9
print(f"max |sum of nine cross terms| = {err(cross, 0):.1e}")

# Counterexample in six dimensions
G = dirac; g5 = 1j*G[0] @ G[1] @ G[2] @ G[3]
H = [np.kron(m, I2) for m in G] + [1j*np.kron(g5, pauli[0]), 1j*np.kron(g5, pauli[1])]
g6 = np.diag([1., -1, -1, -1, -1, -1])
for i in range(6):
    for j in range(6):
        assert err(H[i] @ H[j] + H[j] @ H[i], 2*g6[i, j]*np.eye(8)) < 1e-12
H5 = 1j*H[0] @ H[1] @ H[2] @ H[3]
eps6 = np.zeros((6,)*4); eps6[:4, :4, :4, :4] = eps
m, n, r, s_, a, b = 4, 0, 1, 4, 2, 3
bracket6 = (g6[m, n]*eps6[r, s_, a, b] - g6[m, r]*eps6[n, s_, a, b] + g6[n, r]*eps6[m, s_, a, b]
            + g6[a, b]*eps6[m, n, r, s_] - g6[s_, b]*eps6[m, n, r, a] + g6[s_, a]*eps6[m, n, r, b])
tr6 = np.trace(H[4] @ H[0] @ H[1] @ H[4] @ H[2] @ H[3] @ H5)
assert bracket6 == 0 and abs(tr6 - 8j) < 1e-12
assert np.max(abs(H[0] @ H[1] @ H[4])) > 0.5 and np.max(abs(eps6[0, 1, 4])) == 0
print(f"d=6: trace(4,0,1,4,2,3,g5) = {tr6.imag:+.1f} i, six-term bracket = {abs(bracket6):.1f}")

# Contracted form
slash = lambda v: np.einsum('m,mij->ij', g @ v, G)
dot = lambda u, v: u @ g @ v
epsv = lambda *v: np.einsum('mnrs,m,n,r,s->', eps, *[g @ x for x in v])
def terms(u1, u2, u3, u4, u5, u6):
    return [dot(u1, u2)*epsv(u3, u4, u5, u6), -dot(u1, u3)*epsv(u2, u4, u5, u6),
            dot(u2, u3)*epsv(u1, u4, u5, u6), dot(u5, u6)*epsv(u1, u2, u3, u4),
            -dot(u4, u6)*epsv(u1, u2, u3, u5), dot(u4, u5)*epsv(u1, u2, u3, u6)]
six = lambda *v: -4j*sum(terms(*v))
tr = lambda *mats: np.trace(np.linalg.multi_dot(mats))
V = rng.normal(size=(6, 4)) + 1j*rng.normal(size=(6, 4))
assert abs(epsv(*V[:4]) + np.linalg.det(V[:4])) < 1e-10
assert abs(six(*V) - tr(*[slash(v) for v in V], g5)) < 1e-9

mc = sc.m_e*sc.c; mc2 = mc*sc.c
Egam = 1.0e-13
def kinematics(theta):
    x = Egam/mc2; C, Sn = np.cos(theta), np.sin(theta)
    xp = x/(1 + x*(1 - C))
    p = np.array([1., 0, 0, 0]); k = x*np.array([1., 0, 0, 1]); kp = xp*np.array([1, Sn, 0, C])
    e = np.array([0, 1, 1j, 0])/np.sqrt(2); ep = np.array([0, C, 1j, -Sn])/np.sqrt(2)
    pp = p + k - kp
    assert abs(dot(pp, pp) - 1) < 1e-12 and abs(dot(kp, ep)) < 1e-12 and abs(dot(k, e)) < 1e-12
    return p, k, kp, pp, e, ep
s = np.array([0., 0, 0, 1])
def T1_matrix(pp, e, ep):
    return tr(slash(pp), slash(ep.conj()), slash(e), g5, slash(s), slash(e.conj()), slash(ep))
for theta in (0.0, 0.4, 1.3, 2.2, 3.0):
    p, k, kp, pp, e, ep = kinematics(theta)
    closed = -4*pp[0]*(1 + np.cos(theta))
    assert abs(T1_matrix(pp, e, ep) - closed) < 1e-12
    assert abs(T1_matrix(pp, e.conj(), ep.conj()) + closed) < 1e-12

theta = np.pi/3
p, k, kp, pp, e, ep = kinematics(theta)
q = p + k; ec, epc = e.conj(), ep.conj(); C = np.cos(theta)
tt = terms(pp, epc, e, s, ec, ep)
expected = [0, 0, 1j*pp[0]*(1+C)**2/4, 1j*pp[0]*(1+C)**2/4, 1j*pp[0]*(1-C*C)/2, 0]
assert err(np.array(tt), np.array(expected)) < 1e-12
T = [-six(pp, epc, e, s, ec, ep), -six(epc, q, e, s, ec, ep),
     -six(epc, e, p, s, ec, ep), six(epc, e, s, ec, q, ep)]
assert abs(T[0] - T1_matrix(pp, e, ep)) < 1e-12
one = np.eye(4)
F = lambda M: tr(slash(pp) + M*one, slash(epc), slash(q) + M*one, slash(e), slash(p) + M*one,
                 g5, slash(s), slash(ec), slash(q) + M*one, slash(ep))
Ms = np.array([-2., -1, 0, 1, 2])
coef = np.linalg.solve(np.vander(Ms, 5, increasing=True).astype(complex),
                       np.array([F(M) for M in Ms]))
assert max(abs(coef[0]), abs(coef[2]), abs(coef[4])) < 1e-10
assert abs(coef[3] - sum(T)) < 1e-10

cl = lambda x: 0.0 if abs(x) < 1e-12 else float(x)
cz = lambda z: f"{cl(z.real):+.5f} {cl(z.imag):+.5f} i"
si = lambda z: f"{cl(z.real)*mc:+.5e} {cl(z.imag)*mc:+.5e} i kg m/s"
print(f"m c = {mc:.5e} kg m/s")
print(f"m c^2 = {mc2:.5e} J")
print(f"photon energy in = {Egam:.5e} J")
print(f"theta = {np.degrees(theta):.1f} deg, cos = {C:.5f}, sin = {np.sin(theta):.5f}")
print(f"hbar omega/(m c^2) = {k[0]:.5f}")
print(f"photon energy out = {kp[0]*mc2:.5e} J")
print(f"E' = {pp[0]*mc2:.5e} J")
print(f"E'/c = {pp[0]*mc:.5e} kg m/s")
print(f"p'_x, p'_z = {pp[1]*mc:.5e}, {pp[3]*mc:.5e} kg m/s")
print(f"q^0, q_z = {q[0]*mc:.5e}, {q[3]*mc:.5e} kg m/s")
print("e'*.e =", cz(dot(epc, e)))
print("e*.e' =", cz(dot(ec, ep)))
print("s.e' =", cz(dot(s, ep)))
print("s.e* =", cz(dot(s, ec)))
print("eps(p',s,e*,e') =", si(epsv(pp, s, ec, ep)))
print("eps(p',e'*,e,s) =", si(epsv(pp, epc, e, s)))
print("eps(p',e'*,e,e*) =", si(epsv(pp, epc, e, ec)))
for i, z in enumerate(tt):
    print(f"bracket term {i+1} =", si(z))
print("bracket sum =", si(sum(tt)))
for i, z in enumerate(T):
    print(f"T{i+1} (formula) =", si(z))
print("T1 (matrices) =", si(T1_matrix(pp, e, ep)))
print("T1, both helicities reversed =", si(T1_matrix(pp, ec, epc)))
print("T1+T2+T3+T4 =", si(sum(T)))
print("M^3 coefficient of F (matrices) =", si(coef[3]))
print(f"T1 = {T[0].real*mc2/sc.e/1e6:.5f} MeV/c")
print(f"T1+T2+T3+T4 = {sum(T).real*mc2/sc.e/1e6:.5f} MeV/c")
print("verified")
```

Printed output:

```
Dirac: max error triple 0.0e+00, four-trace 0.0e+00, six-trace 0.0e+00
Weyl: max error triple 0.0e+00, four-trace 0.0e+00, six-trace 0.0e+00
random: max error triple 2.4e-15, four-trace 3.6e-15, six-trace 5.3e-15
nonzero six-trace components: 480 of 4096
max |sum of nine cross terms| = 0.0e+00
d=6: trace(4,0,1,4,2,3,g5) = +8.0 i, six-term bracket = 0.0
m c = 2.73092e-22 kg m/s
m c^2 = 8.18711e-14 J
photon energy in = 1.00000e-13 J
theta = 60.0 deg, cos = 0.50000, sin = 0.86603
hbar omega/(m c^2) = 1.22143
photon energy out = 6.20842e-14 J
E' = 1.19787e-13 J
E'/c = 3.99566e-22 kg m/s
p'_x, p'_z = -1.79346e-22, 2.30019e-22 kg m/s
q^0, q_z = 6.06657e-22, 3.33564e-22 kg m/s
e'*.e = -0.75000 +0.00000 i
e*.e' = -0.75000 +0.00000 i
s.e' = +0.61237 +0.00000 i
s.e* = +0.00000 +0.00000 i
eps(p',s,e*,e') = +0.00000e+00 -2.99675e-22 i kg m/s
eps(p',e'*,e,s) = +0.00000e+00 -2.99675e-22 i kg m/s
eps(p',e'*,e,e*) = +0.00000e+00 -2.44683e-22 i kg m/s
bracket term 1 = +0.00000e+00 +0.00000e+00 i kg m/s
bracket term 2 = +0.00000e+00 +0.00000e+00 i kg m/s
bracket term 3 = +0.00000e+00 +2.24756e-22 i kg m/s
bracket term 4 = +0.00000e+00 +2.24756e-22 i kg m/s
bracket term 5 = +0.00000e+00 +1.49837e-22 i kg m/s
bracket term 6 = +0.00000e+00 +0.00000e+00 i kg m/s
bracket sum = +0.00000e+00 +5.99349e-22 i kg m/s
T1 (formula) = -2.39740e-21 +0.00000e+00 i kg m/s
T2 (formula) = +3.63994e-21 +0.00000e+00 i kg m/s
T3 (formula) = -1.63855e-21 +0.00000e+00 i kg m/s
T4 (formula) = +3.63994e-21 +0.00000e+00 i kg m/s
T1 (matrices) = -2.39740e-21 +0.00000e+00 i kg m/s
T1, both helicities reversed = +2.39740e-21 +0.00000e+00 i kg m/s
T1+T2+T3+T4 = +3.24393e-21 +0.00000e+00 i kg m/s
M^3 coefficient of F (matrices) = +3.24393e-21 +0.00000e+00 i kg m/s
T1 = -4.48591 MeV/c
T1+T2+T3+T4 = 6.06990 MeV/c
verified
```
